# Why Finite-Difference PAW Energies Are Not Upper Bounds: verification in Python

```python
"""
Result under test: a finite-difference PAW energy E_h is not an upper bound.
Central stencils underestimate the kinetic energy of the smooth orbital, the
exact one-centre kinetic term does not compensate this, and E_h normally lies
below the continuum value E0, unless sampling errors are larger.

System: hydrogen atom, one electron, fixed point nucleus, E0 = -1/2 hartree.
PAW pencil: H = T + v_s + |p> dH <p|,  S = 1 + |p> dS <p|  (one s projector).
Symbols: RC sphere radius, phi_s smooth orbital, v_s smooth potential,
chi = (E0 - T - v_s) phi_s, p = chi/<chi|phi_s>, D = <chi|phi_s>,
h grid spacing, half_order = half the order of the Laplacian stencil.
Hartree atomic units; energy errors are printed in millihartree (mHa).
"""
from math import comb
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial
from scipy.linalg import eigh, toeplitz
from scipy.constants import physical_constants

E0, RC, DEGREE, HALF_BOX = -0.5, 1.5, 5, 12.0
S0 = RC**2
mp.mp.dps = 40

# ---------- smooth orbital and potential: Taylor polynomials in r^2 ----------
orb_in = Polynomial([float(c) for c in mp.taylor(
    lambda s: mp.exp(-mp.sqrt(s)), mp.mpf(S0), DEGREE)])
pot_in = Polynomial([float(c) for c in mp.taylor(
    lambda s: -1 / mp.sqrt(s), mp.mpf(S0), DEGREE)])


def phi_s(r):
    return np.where(r < RC, orb_in(r**2 - S0), np.exp(-r)) / np.sqrt(np.pi)


def v_s(r):
    return np.where(r < RC, pot_in(r**2 - S0), -1 / np.maximum(r, RC))


def t_phi_s(r):
    """Exact -1/2 Laplacian of the smooth orbital."""
    t = r**2 - S0
    inside = -0.5 * (4 * r**2 * orb_in.deriv(2)(t) + 6 * orb_in.deriv(1)(t))
    outside = (-0.5 + 1 / np.maximum(r, RC)) * np.exp(-r)
    return np.where(r < RC, inside, outside) / np.sqrt(np.pi)


def chi(r):
    return np.where(r < RC, (E0 - v_s(r)) * phi_s(r) - t_phi_s(r), 0.0)


# ---------- accurate radial quadrature ----------
def panel(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


r_in, w_in = panel(0, RC, 60)
r_out, w_out = panel(RC, 40, 140)
r_all = np.concatenate([r_in, r_out])
w_all = np.concatenate([w_in, w_out])
vol_in = 4 * np.pi * r_in**2 * w_in
vol_all = 4 * np.pi * r_all**2 * w_all

phi_ae = np.exp(-r_in) / np.sqrt(np.pi)
dT = np.sum(vol_in * (phi_ae**2 * (-0.5 + 1 / r_in)
                      - phi_s(r_in) * t_phi_s(r_in)))
dV = np.sum(vol_in * (-phi_ae**2 / r_in - v_s(r_in) * phi_s(r_in)**2))
dS = np.sum(vol_in * (phi_ae**2 - phi_s(r_in)**2))
dH = dT + dV
D = np.sum(vol_in * chi(r_in) * phi_s(r_in))
assert abs(dH - E0 * dS - D) < 1e-10
assert dS > 0 and D < 0
assert np.all(v_s(r_in) >= -1 / r_in - 1e-12)
assert np.all(phi_s(r_in) <= phi_ae + 1e-12)


def projector(r):
    return chi(r) / D


def k_moment(n):
    """<k^(2n)> of the smooth orbital from the n-th derivative of r*phi_s."""
    u = orb_in(Polynomial([-S0, 0, 1])) * Polynomial([0, 1])
    inside = np.sum(w_in * u.deriv(n)(r_in)**2)
    outside = np.sum(w_out * ((r_out - n) * np.exp(-r_out))**2)
    return 4 * (inside + outside)


T_exact = 0.5 * k_moment(1)
assert abs(T_exact - np.sum(vol_all * phi_s(r_all) * t_phi_s(r_all))) < 1e-9
V_exact = np.sum(vol_all * v_s(r_all) * phi_s(r_all)**2)
N_exact = np.sum(vol_all * phi_s(r_all)**2)
assert abs(N_exact + dS - 1) < 1e-10

print(f"sphere radius {RC} bohr, box half-width {HALF_BOX} bohr")
print(f"one-centre dT = {dT:.6f}, dV = {dV:.6f} hartree")
print(f"one-centre dH = {dH:.6f} hartree, dS = {dS:.6f}, D = {D:.6f} hartree")
print(f"smooth orbital: T = {T_exact:.6f}, V = {V_exact:.6f} hartree, "
      f"norm = {N_exact:.6f}")


# ---------- stencils from their moment conditions ----------
def stencil(half_order):
    m = np.arange(1, half_order + 1, dtype=float)
    rows = np.array([m**(2 * q) for q in range(1, half_order + 1)])
    rhs = np.zeros(half_order)
    rhs[0] = 1.0
    c = np.linalg.solve(rows, rhs)
    return np.concatenate([[-2 * c.sum()], c])


def sinc_weights(n):
    m = np.arange(1, n)
    return np.concatenate([[-np.pi**2 / 3], 2 * (-1.0)**(m + 1) / m**2])


theta = np.linspace(0.05, np.pi, 200)
for q in (1, 2, 3):
    c = stencil(q)

    def symbol(angle):
        return -0.5 * (c[0] + 2 * sum(c[m] * np.cos(m * angle)
                                      for m in range(1, q + 1)))
    series = sum((2 * np.sin(theta / 2))**(2 * m) / (m**2 * comb(2 * m, m))
                 for m in range(1, q + 1))
    assert np.max(np.abs(symbol(theta) - series)) < 1e-11
    assert np.all(symbol(theta) < theta**2 / 2)
    print(f"order {2*q}: T_h/T at kh=1: {symbol(1.0)/0.5:.6f}, "
          f"at kh=pi: {symbol(np.pi)/(np.pi**2/2):.4f}")

# Hat function of half-width h: exact kinetic energy is 1/h.
hat_ratio = [-0.5 * stencil(q)[0] for q in (1, 2)]
assert abs(hat_ratio[0] - 1) < 1e-12 and hat_ratio[1] > 1
print(f"hat function T_h/T: order 2 {hat_ratio[0]:.3f}, "
      f"order 4 {hat_ratio[1]:.3f}")

# ---------- dense radial check: reference level, no ghost, 2s level ----------
n_rad, h_rad = 250, 0.12
idx = np.arange(1, n_rad + 1)
c_rad = sinc_weights(2 * n_rad + 1)
T_rad = -0.5 / h_rad**2 * (c_rad[np.abs(idx[:, None] - idx[None, :])]
                           - c_rad[idx[:, None] + idx[None, :]])
r_rad = h_rad * idx
p_rad = np.sqrt(4 * np.pi * h_rad) * r_rad * projector(r_rad)
levels = eigh(T_rad + np.diag(v_s(r_rad)) + dH * np.outer(p_rad, p_rad),
              np.eye(n_rad) + dS * np.outer(p_rad, p_rad), eigvals_only=True)
assert abs(levels[0] - E0) < 1e-5
assert levels[1] > -0.2
print(f"radial PAW levels: 1s {levels[0]:.7f}, 2s {levels[1]:.7f} hartree")
print(f"2s level minus exact -1/8: {1000*(levels[1]+0.125):.4f} mHa")


# ---------- three-dimensional grid problem, even in x, y and z ----------
def solve_grid(h, half_order, centred, same_stencil=False):
    """half_order None means sinc; centred: nucleus at a cell centre."""
    n = int(round(HALF_BOX / h))
    full = h * (np.arange(-n, n) + 0.5) if centred else h * np.arange(1 - n, n)
    band = np.zeros(len(full))
    if half_order is None:
        band[:] = sinc_weights(len(full))
    else:
        band[:half_order + 1] = stencil(half_order)
    x = full[full > -1e-9]
    fold = (np.abs(np.abs(full)[:, None] - x[None, :]) < 1e-6).astype(float)
    copies = fold.sum(axis=0)
    fold /= np.sqrt(copies)
    t1 = fold.T @ (toeplitz(band) * (-0.5 / h**2)) @ fold
    t1 = 0.5 * (t1 + t1.T)
    r = np.sqrt(x[:, None, None]**2 + x[None, :, None]**2
                + x[None, None, :]**2)
    g = np.sqrt(copies * h)
    scale = g[:, None, None] * g[None, :, None] * g[None, None, :]
    pot, proj, start = v_s(r), scale * projector(r), scale * phi_s(r)
    eig1, u1 = np.linalg.eigh(t1)
    denom = (eig1[:, None, None] + eig1[None, :, None]
             + eig1[None, None, :] + 0.5)

    def kinetic(f):
        return np.tensordot(t1, f, 1) + np.matmul(t1, f) + f @ t1

    def rotate(f, a):
        return np.matmul(a, np.tensordot(a, f, 1)) @ a.T

    t_start = kinetic(start)
    deficit_in = np.sum((start * (scale * t_phi_s(r) - t_start))[r < RC])
    dH_used = dH + (deficit_in if same_stencil else 0.0)

    def apply_h(f):
        return kinetic(f) + pot * f + dH_used * np.sum(proj * f) * proj

    def apply_s(f):
        return f + dS * np.sum(proj * f) * proj

    T_h = np.sum(start * t_start)
    V_h = np.sum(pot * start**2)
    N_h = np.sum(start**2)
    P_h = np.sum(proj * start)
    S_h = N_h + dS * P_h**2
    rayleigh = (T_h + V_h + dH_used * P_h**2) / S_h
    sampling = V_h - V_exact - E0 * (N_h - N_exact) + D * (P_h**2 - 1)

    # locally optimal preconditioned conjugate-gradient eigensolver
    vec, direction = start / np.sqrt(S_h), None
    for _ in range(120):
        hv, sv = apply_h(vec), apply_s(vec)
        energy = np.sum(vec * hv) / np.sum(vec * sv)
        resid = hv - energy * sv
        size = np.linalg.norm(resid)
        if size < 1e-7:
            break
        step = rotate(rotate(resid, u1.T) / denom, u1)
        columns = [vec, step / np.linalg.norm(step)]
        if direction is not None:
            columns.append(direction)
        q, _ = np.linalg.qr(np.stack([f.ravel() for f in columns], axis=1))
        hq = np.stack([apply_h(q[:, i].reshape(r.shape)).ravel()
                       for i in range(q.shape[1])], axis=1)
        sq = np.stack([apply_s(q[:, i].reshape(r.shape)).ravel()
                       for i in range(q.shape[1])], axis=1)
        a, b = q.T @ hq, q.T @ sq
        _, coef = eigh(0.5 * (a + a.T), 0.5 * (b + b.T))
        best = coef[:, 0]
        vec = (q @ best).reshape(r.shape)
        direction = (q[:, 1:] @ best[1:]).reshape(r.shape)
        direction = direction / max(np.linalg.norm(direction), 1e-300)
    assert size < 1e-6
    return dict(energy=energy, rayleigh=rayleigh, kin=T_h - T_exact,
                sampling=sampling, S_h=S_h, deficit_in=deficit_in)


spacings = (0.6, 0.4, 0.3)
results = {}
for q in (1, 2, 3):
    for h in spacings:
        for centred in (False, True):
            res = solve_grid(h, q, centred)
            results[q, h, centred] = res
            rebuilt = E0 + (res["kin"] + res["sampling"]) / res["S_h"]
            assert abs(rebuilt - res["rayleigh"]) < 1e-7
            assert res["energy"] <= res["rayleigh"] + 1e-9
            assert res["kin"] < 0
            if q < 3:
                assert res["energy"] < E0

print("E_h - E0 in mHa: nucleus on grid point | at cell centre")
for q in (1, 2, 3):
    for h in spacings:
        a, b = (1000 * (results[q, h, c]["energy"] - E0)
                for c in (False, True))
        print(f"order {2*q}, h={h} bohr: {a:.5f} | {b:.5f}")
print("on grid point, mHa: T_h-T | sampling Q | R_h-E0")
for q in (1, 2, 3):
    for h in spacings:
        res = results[q, h, False]
        print(f"order {2*q}, h={h}: {1000*res['kin']:.5f} | "
              f"{1000*res['sampling']:.5f} | "
              f"{1000*(res['rayleigh']-E0):.5f}")

# ---------- leading law against the solved eigenvalues ----------
for q, tolerance in ((1, 0.15), (2, 0.25), (3, None)):
    moment = k_moment(q + 1)
    A = 3 * moment / ((q + 1)**2 * comb(2 * q + 2, q + 1) * (2 * q + 3))
    law = -A * 0.3**(2 * q)
    ratio = (results[q, 0.3, False]["energy"] - E0) / law
    if tolerance is not None:
        assert abs(ratio - 1) < tolerance
    print(f"order {2*q}: <k^{2*q+2}>={moment:.4f} a.u., A={A:.6f} a.u., "
          f"law at 0.3: {1000*law:.5f} mHa, solved/law {ratio:.4f}")

# ---------- subtract the smooth one-centre kinetic term with the stencil -----
usual = results[1, 0.3, False]
same = solve_grid(0.3, 1, False, same_stencil=True)
err_usual, err_same = usual["energy"] - E0, same["energy"] - E0
assert abs(err_same) < 0.5 * abs(err_usual)
outside = -usual["kin"] - usual["deficit_in"]
print(f"order 2, h=0.3: deficit inside {1000*usual['deficit_in']:.4f}, "
      f"outside {1000*outside:.4f} mHa")
print(f"error: exact subtraction {1000*err_usual:.4f}, "
      f"same stencil {1000*err_same:.4f} mHa")
to_ev = physical_constants["Hartree energy in eV"][0]
print(f"error with exact subtraction: {1000*to_ev*err_usual:.2f} meV")

# ---------- true Rayleigh-Ritz contrast: Gaussians in the same pencil --------
exponents = np.array([0.4, 0.12, 1.0, 0.04, 2.5])
u = r_all * np.exp(-exponents[:, None] * r_all**2)
du = (1 - 2 * exponents[:, None] * r_all**2) \
    * np.exp(-exponents[:, None] * r_all**2)
overlap_p = np.sqrt(4 * np.pi) * (u * w_all) @ (r_all * projector(r_all))
H_g = 0.5 * (du * w_all) @ du.T + (u * w_all * v_s(r_all)) @ u.T \
    + dH * np.outer(overlap_p, overlap_p)
S_g = (u * w_all) @ u.T + dS * np.outer(overlap_p, overlap_p)
gauss = [eigh(H_g[:n, :n], S_g[:n, :n], eigvals_only=True)[0]
         for n in range(1, 6)]
assert all(e > E0 - 1e-9 for e in gauss)
assert all(b <= a + 1e-10 for a, b in zip(gauss, gauss[1:]))
print("Gaussian exponents (bohr^-2):", *exponents)
print("1 to 5 Gaussians, E-E0 in mHa:",
      *[f"{1000*(e-E0):.4f}" for e in gauss])

# ---------- no stencil deficit: the sampling error can have either sign ------
print("sinc kinetic matrix, E_h-E0 in mHa: on point | cell centre")
sinc_errors = []
for h in (1.2, 1.0, 0.8, 0.6, 0.5):
    pair = [solve_grid(h, None, c)["energy"] - E0 for c in (False, True)]
    sinc_errors += pair
    print(f"h={h} bohr: {1000*pair[0]:.5f} | {1000*pair[1]:.5f}")
assert max(sinc_errors) > 1e-6

print("no test failed")
```

It prints:

```
sphere radius 1.5 bohr, box half-width 12.0 bohr
one-centre dT = 0.077291, dV = -0.222098 hartree
one-centre dH = -0.144807 hartree, dS = 0.037978, D = -0.125818 hartree
smooth orbital: T = 0.422709, V = -0.777902 hartree, norm = 0.962022
order 2: T_h/T at kh=1: 0.919395, at kh=pi: 0.4053
order 4: T_h/T at kh=1: 0.989836, at kh=pi: 0.5404
order 6: T_h/T at kh=1: 0.998471, at kh=pi: 0.6124
hat function T_h/T: order 2 1.000, order 4 1.250
radial PAW levels: 1s -0.4999998, 2s -0.1248738 hartree
2s level minus exact -1/8: 0.1262 mHa
E_h - E0 in mHa: nucleus on grid point | at cell centre
order 2, h=0.6 bohr: -20.42860 | -19.19883
order 2, h=0.4 bohr: -8.24634 | -8.28581
order 2, h=0.3 bohr: -4.54418 | -4.56518
order 4, h=0.6 bohr: -3.39875 | -2.17185
order 4, h=0.4 bohr: -0.54627 | -0.58480
order 4, h=0.3 bohr: -0.16858 | -0.18933
order 6, h=0.6 bohr: -1.48208 | -0.24291
order 6, h=0.4 bohr: -0.07115 | -0.10933
order 6, h=0.3 bohr: -0.00324 | -0.02397
on grid point, mHa: T_h-T | sampling Q | R_h-E0
order 2, h=0.6: -17.09480 | -0.71829 | -17.80922
order 2, h=0.4: -7.76488 | 0.01001 | -7.75490
order 2, h=0.3: -4.40359 | 0.01264 | -4.39096
order 4, h=0.6: -2.51521 | -0.71829 | -3.23280
order 4, h=0.4: -0.54755 | 0.01001 | -0.53755
order 4, h=0.3: -0.18022 | 0.01264 | -0.16758
order 6, h=0.6: -0.72980 | -0.71829 | -1.44778
order 6, h=0.4: -0.08051 | 0.01001 | -0.07050
order 6, h=0.3: -0.01585 | 0.01264 | -0.00320
order 2: <k^4>=1.9780 a.u., A=0.049451 a.u., law at 0.3: -4.45057 mHa, solved/law 1.0210
order 4: <k^6>=9.8473 a.u., A=0.023446 a.u., law at 0.3: -0.18991 mHa, solved/law 0.8877
order 6: <k^8>=83.8682 a.u., A=0.024961 a.u., law at 0.3: -0.01820 mHa, solved/law 0.1781
order 2, h=0.3: deficit inside 5.2131, outside -0.8095 mHa
error: exact subtraction -4.5442, same stencil 0.7731 mHa
error with exact subtraction: -123.65 meV
Gaussian exponents (bohr^-2): 0.4 0.12 1.0 0.04 2.5
1 to 5 Gaussians, E-E0 in mHa: 58.9421 19.7980 0.8718 0.8687 0.3122
sinc kinetic matrix, E_h-E0 in mHa: on point | cell centre
h=1.2 bohr: -149.36647 | 93.82327
h=1.0 bohr: -16.27175 | 14.91239
h=0.8 bohr: 6.27120 | -6.95234
h=0.6 bohr: -0.75266 | 0.49830
h=0.5 bohr: 0.19759 | -0.23705
no test failed
```
